**Deflection limit for a heavy projectile striking a lighter target**

For an elastic, non-relativistic collision with a free target at rest, the program tests $\sin\theta_{\max}=M_2/M_1$, where $M_1>M_2$ are the projectile and target masses and $\theta$ is the laboratory deflection. It integrates Newton's equations for both atoms and asserts that the measured angles and energies obey the derived relations with the centre-of-mass angle $\chi$. Separately, it counts the speeds allowed by momentum and energy conservation, finding two at the tested angles below the limit and none at those above it. For masses of 75 and 28 u, the formula, the trajectory search and the conservation search all give 21.92 degrees. At 15 degrees the two collisions have $\chi=58.89$ and $151.11$ degrees and leave the projectile with about 80870 and 25750 eV of its initial 100000 eV. The program also asserts that an inelastic loss of 1000 eV lowers the limit, here to 21.49 degrees, and that the scanned collisions with a soft barrier stay well below the elastic limit. The screened repulsion is a model, so the printed impact parameters depend on its chosen screening length.

## Program and output

```python
"""
Result under test: a projectile (mass m1) heavier than a free target at rest
(mass m2) has, in one elastic non-relativistic collision, a largest laboratory
deflection theta_max with sin(theta_max) = m2/m1. Each smaller non-zero
deflection belongs to two centre-of-mass angles chi.

Symbols: theta = laboratory deflection, chi = centre-of-mass deflection,
phi = laboratory recoil angle, kept = final/initial projectile energy,
given = recoil energy/initial energy, b = impact parameter. Trajectories use
atomic units; output uses eV, angstrom and degrees. Independent roads:
Newton's equations for both atoms in the laboratory, and direct root counting
in the conservation laws.
"""
import math
from collections import namedtuple
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR_ANG = constants.physical_constants["Bohr radius"][0] * 1e10
MASS_UNIT = constants.atomic_mass / constants.m_e
deg = math.degrees

# Chosen model inputs
a1, a2 = 75.0, 28.0
z1, z2 = 33, 14
energy_ev = 100000.0
screen_ang = 0.15
loss_ev = 1000.0
theta_example = math.radians(15.0)

m1, m2 = a1 * MASS_UNIT, a2 * MASS_UNIT
energy = energy_ev / HARTREE_EV
v0 = math.sqrt(2 * energy / m1)
screen = screen_ang / BOHR_ANG
ecm = energy * m2 / (m1 + m2)
ratio = m1 / m2
gamma = 4 * m1 * m2 / (m1 + m2) ** 2
theta_max = math.asin(m2 / m1)
chi_star = math.acos(-m2 / m1)

# Below this fraction of the initial energy the target counts as at rest.
REST_FRACTION = 1e-12

Outcome = namedtuple("Outcome", "theta chi phi kept given relative_speed")


def screened_force_over_r(r):
    return z1 * z2 * math.exp(-r / screen) * (1 / r**3 + 1 / (screen * r**2))


soft_height = 0.2 * ecm


def soft_force_over_r(r):
    # Gaussian barrier, lower than the centre-of-mass energy
    return 2 * soft_height / screen**2 * math.exp(-(r / screen) ** 2)


def collide(b, force_over_r=screened_force_over_r):
    """Integrate both atoms in the laboratory and measure the final motion."""
    start = 25 * screen

    def motion(t, s):
        dx, dy = s[0] - s[2], s[1] - s[3]
        f = force_over_r(math.hypot(dx, dy))
        return [s[4], s[5], s[6], s[7],
                f * dx / m1, f * dy / m1, -f * dx / m2, -f * dy / m2]

    # The step limit prevents the solver from jumping over the collision.
    run = solve_ivp(motion, (0, 2.4 * start / v0),
                    [-start, b, 0, 0, v0, 0, 0, 0], method="DOP853",
                    rtol=1e-12, atol=1e-13, max_step=0.5 * screen / v0)
    assert run.success
    x1, y1, x2, y2, vx1, vy1, vx2, vy2 = run.y[:, -1]
    assert math.hypot(x1 - x2, y1 - y2) > 20 * screen
    return Outcome(math.atan2(vy1, vx1),
                   math.atan2(abs(vy1 - vy2), vx1 - vx2),
                   math.atan2(-vy2, vx2),
                   (vx1**2 + vy1**2) / v0**2,
                   m2 * (vx2**2 + vy2**2) / (m1 * v0**2),
                   math.hypot(vx1 - vx2, vy1 - vy2) / v0)


def check_kinematics(o):
    """Compare measured motion with the derived relations."""
    assert abs(o.relative_speed - 1) < 1e-6
    assert abs(o.kept + o.given - 1) < 1e-6
    assert abs(math.tan(o.theta)
               - math.sin(o.chi) / (ratio + math.cos(o.chi))) < 1e-6
    assert abs(o.kept - (1 - gamma * math.sin(o.chi / 2) ** 2)) < 1e-6
    # A target left at rest has no recoil direction.
    if o.given > REST_FRACTION:
        assert abs(o.phi - (math.pi - o.chi) / 2) < 1e-6


def energy_excess(speed, theta, mp, mt, loss=0.0):
    """Final minus initial energy, in units of initial energy.

    Momentum conservation fixes the recoil; speed is in units of v0."""
    recoil_squared = 1 + speed**2 - 2 * speed * math.cos(theta)
    return speed**2 + mp / mt * recoil_squared + loss - 1


def allowed_speeds(theta, mp, mt):
    grid = np.linspace(1e-4, 1.2, 6001)
    values = energy_excess(grid, theta, mp, mt)
    places = np.where(values[:-1] * values[1:] < 0)[0]
    return [brentq(energy_excess, grid[i], grid[i + 1],
                   args=(theta, mp, mt), xtol=1e-14) for i in places]


def limit_from_conservation(loss_fraction):
    """Largest angle at which some final speed satisfies both laws."""
    def least_excess(theta):
        return minimize_scalar(
            lambda s: energy_excess(s, theta, m1, m2, loss_fraction),
            bounds=(0, 1.2), method="bounded",
            options={"xatol": 1e-9}).fun
    return brentq(least_excess, 0.01, 1.5, xtol=1e-12)


# Scan of impact parameter
scan_ang = [0.0, 0.02, 0.04, 0.06, 0.08, 0.10, 0.15, 0.20, 0.30]
scan = [collide(b / BOHR_ANG) for b in scan_ang]
for outcome in scan:
    assert outcome.given > REST_FRACTION
    check_kinematics(outcome)
    assert outcome.theta < theta_max + 1e-7
assert all(p.chi > q.chi for p, q in zip(scan, scan[1:]))
assert abs(scan[0].chi - math.pi) < 1e-6
assert abs(scan[0].theta) < 1e-6

# Numerical search for the largest laboratory deflection
search = minimize_scalar(lambda b: -collide(b).theta, bounds=(0, 0.6),
                         method="bounded", options={"xatol": 1e-7})
b_peak = search.x
peak = collide(b_peak)
check_kinematics(peak)
assert abs(peak.theta - theta_max) < 1e-6
# A flat maximum fixes its position only to the root of the angle error.
assert abs(peak.chi - chi_star) < 2e-3
assert abs(peak.kept - (m1 - m2) / (m1 + m2)) < 2e-3
assert abs(chi_star - (math.pi / 2 + theta_max)) < 1e-12

# Two different collisions with the same laboratory deflection
def angle_error(b):
    return collide(b).theta - theta_example


b_close = brentq(angle_error, 0.0, b_peak, xtol=1e-10)
b_far = brentq(angle_error, b_peak, 1.0, xtol=1e-10)
far, close = collide(b_far), collide(b_close)
inner = math.asin(ratio * math.sin(theta_example))
chi_small = theta_example + inner
chi_large = theta_example + math.pi - inner
root = math.sqrt(m2**2 - (m1 * math.sin(theta_example)) ** 2)
speed_fast = (m1 * math.cos(theta_example) + root) / (m1 + m2)
speed_slow = (m1 * math.cos(theta_example) - root) / (m1 + m2)
for outcome, chi, speed in [(far, chi_small, speed_fast),
                            (close, chi_large, speed_slow)]:
    check_kinematics(outcome)
    assert abs(outcome.chi - chi) < 1e-6
    assert abs(outcome.kept - speed**2) < 1e-6

# Root counting and reconstruction of chi from conservation laws alone
for angle in np.radians([2.0, 10.0, 15.0, 21.5]):
    speeds = allowed_speeds(angle, m1, m2)
    assert len(speeds) == 2
    assert abs(speeds[0] * speeds[1] - (m1 - m2) / (m1 + m2)) < 1e-11
    found = [math.atan2(s * math.sin(angle),
                        s * math.cos(angle) - m1 / (m1 + m2))
             for s in speeds]
    part = math.asin(ratio * math.sin(angle))
    assert abs(found[0] - (angle + math.pi - part)) < 1e-9
    assert abs(found[1] - (angle + part)) < 1e-9
for angle in np.radians([22.5, 45.0, 120.0]):
    assert len(allowed_speeds(angle, m1, m2)) == 0
for angle in np.radians([15.0, 90.0, 150.0]):
    assert len(allowed_speeds(angle, m2, m1)) == 1
count_below = len(allowed_speeds(theta_example, m1, m2))
count_above = len(allowed_speeds(math.radians(22.5), m1, m2))
count_light = len(allowed_speeds(theta_example, m2, m1))

# Slope of theta(chi), from finite differences of the velocity sum
centre_speed = m1 * v0 / (m1 + m2)
projectile_cm_speed = m2 * v0 / (m1 + m2)


def direction(chi):
    return math.atan2(projectile_cm_speed * math.sin(chi),
                      centre_speed + projectile_cm_speed * math.cos(chi))


for chi in [0.4, 1.2, chi_star, 2.5, 3.0]:
    numerical = (direction(chi + 1e-5) - direction(chi - 1e-5)) / 2e-5
    derived = ((1 + ratio * math.cos(chi))
               / (1 + ratio**2 + 2 * ratio * math.cos(chi)))
    assert abs(numerical - derived) < 1e-8

# Elastic and inelastic limits from the existence of a final state
elastic_limit = limit_from_conservation(0.0)
lossy_limit = limit_from_conservation(loss_ev / energy_ev)
lossy_formula = math.asin(m2 / m1 * math.sqrt(1 - loss_ev / HARTREE_EV / ecm))
assert abs(elastic_limit - theta_max) < 1e-8
assert abs(lossy_limit - lossy_formula) < 1e-8
assert lossy_limit < elastic_limit

# A barrier that is too soft need not reach the kinematic limit
soft_scan = [collide(b * screen, soft_force_over_r)
             for b in np.linspace(0, 2.5, 16)]
for outcome in soft_scan:
    check_kinematics(outcome)
soft_peak = max(outcome.theta for outcome in soft_scan)
# The head-on pass leaves the target at rest; all others set it moving.
assert abs(soft_scan[0].chi) < 1e-6
assert soft_scan[0].given < REST_FRACTION
assert all(outcome.given > REST_FRACTION for outcome in soft_scan[1:])
assert soft_peak < 0.7 * theta_max

print(f"Projectile and target masses: {a1:.0f}, {a2:.0f} u")
print(f"Nuclear charges: {z1}, {z2} e")
print(f"Initial energy: {energy_ev:.0f} eV")
print(f"Centre-of-mass energy: {ecm * HARTREE_EV:.1f} eV")
print(f"Screening length: {screen_ang:.2f} angstrom")
print(f"Initial speed / light speed: {v0 * constants.alpha:.5f}")
print(f"Mass ratio M2/M1: {m2 / m1:.6f}")
print(f"Mass ratio mu = M1/M2: {ratio:.6f}")
print(f"V/v0 and u/v0: {centre_speed / v0:.6f}, "
      f"{projectile_cm_speed / v0:.6f}")
print(f"Energy-transfer factor gamma: {gamma:.6f}")
print(f"Limit, formula: {deg(theta_max):.4f} degrees")
print(f"Limit, formula: {theta_max:.6f} rad")
print(f"Limit, trajectory search: {deg(peak.theta):.4f} degrees")
print(f"Limit, conservation search: {deg(elastic_limit):.4f} degrees")
print(f"chi at limit, formula: {deg(chi_star):.3f} degrees")
print(f"chi at limit, trajectory: {deg(peak.chi):.2f} degrees")
print(f"b at limit: {b_peak * BOHR_ANG:.4f} angstrom")
print(f"Kept energy at limit: {energy_ev * (m1-m2)/(m1+m2):.1f} eV")
print(f"Recoil angle at limit: {deg((math.pi-chi_star)/2):.3f} degrees")
print("Scan: b/angstrom, chi/degree, theta/degree, kept energy/eV")
for b, o in zip(scan_ang, scan):
    print(f"  {b:.2f}  {deg(o.chi):8.3f}  {deg(o.theta):7.3f}  "
          f"{energy_ev * o.kept:9.1f}")
print(f"Example theta: {deg(theta_example):.1f} degrees")
print(f"mu sin(theta): {ratio * math.sin(theta_example):.6f}")
print(f"arcsin(mu sin(theta)): {deg(inner):.3f} degrees")
for name, b, o, chi, speed in [
        ("Distant", b_far, far, chi_small, speed_fast),
        ("Close", b_close, close, chi_large, speed_slow)]:
    print(f"{name} collision, b: {b * BOHR_ANG:.4f} angstrom")
    print(f"  chi formula, trajectory: {deg(chi):.3f}, "
          f"{deg(o.chi):.3f} degrees")
    print(f"  v1/v0, formula: {speed:.6f}")
    print(f"  kept energy, formula: {energy_ev * speed**2:.1f} eV")
    print(f"  kept energy, trajectory: {energy_ev * o.kept:.1f} eV")
    print(f"  recoil energy, trajectory: {energy_ev * o.given:.1f} eV")
    print(f"  recoil angle, trajectory: {deg(o.phi):.3f} degrees")
print(f"Product of the two v1/v0: {speed_fast * speed_slow:.6f}")
print(f"Speeds allowed at 15 and 22.5 degrees: {count_below}, {count_above}")
print(f"Speeds at 15 degrees, masses exchanged: {count_light}")
print(f"Inelastic loss Q: {loss_ev:.0f} eV")
print(f"Limit with loss: {deg(lossy_limit):.4f} degrees")
print(f"Soft barrier height: {soft_height * HARTREE_EV:.1f} eV")
print(f"Largest theta in soft-barrier scan: {deg(soft_peak):.2f} degrees")
print("every check passed")
```

It prints:

```
Projectile and target masses: 75, 28 u
Nuclear charges: 33, 14 e
Initial energy: 100000 eV
Centre-of-mass energy: 27184.5 eV
Screening length: 0.15 angstrom
Initial speed / light speed: 0.00169
Mass ratio M2/M1: 0.373333
Mass ratio mu = M1/M2: 2.678571
V/v0 and u/v0: 0.728155, 0.271845
Energy-transfer factor gamma: 0.791781
Limit, formula: 21.9213 degrees
Limit, formula: 0.382600 rad
Limit, trajectory search: 21.9213 degrees
Limit, conservation search: 21.9213 degrees
chi at limit, formula: 111.921 degrees
chi at limit, trajectory: 111.92 degrees
b at limit: 0.0467 angstrom
Kept energy at limit: 45631.1 eV
Recoil angle at limit: 34.039 degrees
Scan: b/angstrom, chi/degree, theta/degree, kept energy/eV
  0.00   180.000    0.000    20821.9
  0.02   148.496   15.970    26657.1
  0.04   120.321   21.659    40424.5
  0.06    97.060   21.222    55544.9
  0.08    78.620   18.823    68222.7
  0.10    64.172   16.121    77658.5
  0.15    39.978   10.565    90747.8
  0.20    25.837    6.943    96042.6
  0.30    11.427    3.100    99215.2
Example theta: 15.0 degrees
mu sin(theta): 0.693265
arcsin(mu sin(theta)): 43.889 degrees
Distant collision, b: 0.1087 angstrom
  chi formula, trajectory: 58.889, 58.889 degrees
  v1/v0, formula: 0.899258
  kept energy, formula: 80866.4 eV
  kept energy, trajectory: 80866.4 eV
  recoil energy, trajectory: 19133.6 eV
  recoil angle, trajectory: 60.555 degrees
Close collision, b: 0.0183 angstrom
  chi formula, trajectory: 151.111, 151.111 degrees
  v1/v0, formula: 0.507430
  kept energy, formula: 25748.6 eV
  kept energy, trajectory: 25748.6 eV
  recoil energy, trajectory: 74251.4 eV
  recoil angle, trajectory: 14.445 degrees
Product of the two v1/v0: 0.456311
Speeds allowed at 15 and 22.5 degrees: 2, 0
Speeds at 15 degrees, masses exchanged: 1
Inelastic loss Q: 1000 eV
Limit with loss: 21.4939 degrees
Soft barrier height: 5436.9 eV
Largest theta in soft-barrier scan: 2.47 degrees
every check passed
```
